\section*{The built-in-field factor in dopant diffusion}

\section{Definitions and conventions}

A donor species with concentration $C(x,t)$ diffuses in a semiconductor held at a uniform annealing temperature $T$. Every donor is ionized and carries charge $+q$, where $q>0$ is the elementary charge. The electron and hole concentrations are $n$ and $p$, and the intrinsic concentration $n_i$ is taken as uniform. There is no other dopant. Gradients point along $x$, and a prime denotes $d/dx$.

The electrostatic potential is $\phi$, with its zero where $n=n_i$. The field and the reduced potential are
\begin{equation}
E=-\phi',\qquad u=\frac{q\phi}{kT},\qquad E=-V_T u',\qquad V_T=\frac{kT}{q}.
\label{eq:def}
\end{equation}
All fluxes $J$ are particle fluxes, positive towards increasing $x$. The abbreviation
\begin{equation}
S=\sqrt{C^2+4n_i^2}
\label{eq:S}
\end{equation}
will occur throughout. The result to be derived is
\begin{equation}
J=-D\,h\,C',\qquad h=1+\frac{C}{\sqrt{C^2+4n_i^2}} .
\label{eq:result}
\end{equation}
Here $D$ is the diffusivity that multiplies the concentration gradient when there is no field.

\section{The dopant flux in a field}

An ion with mobility $\mu$ drifts at velocity $\mu E$, so diffusion and drift together give
\begin{equation}
J=-DC'+\mu C E .
\end{equation}
The mobility follows from thermal equilibrium. In a fixed potential, dilute ions of charge $+q$ have $C\propto e^{-u}$, hence $C'=-Cu'$, and their flux must vanish. Inserting this and $E=-V_Tu'$ gives
\begin{equation}
0=DCu'-\mu V_T Cu' ,
\end{equation}
so $\mu=D/V_T$, the Einstein relation. The flux becomes
\begin{equation}
J=-D\,(C'+Cu').
\label{eq:flux}
\end{equation}
This assumes that the ions are dilute and do not cluster. The diffusivity may depend on position or on the local Fermi level, for instance through charged point defects. Such a dependence belongs in $D$; the factor $h$ describes field drift alone.

\section{The field set up by the carriers}

Electrons and holes are assumed to move far faster than the dopants, so they are treated as being in equilibrium with the momentary dopant profile. The error of this step is computed below. For non-degenerate carriers, equilibrium means
\begin{equation}
n=n_ie^{u},\qquad p=n_ie^{-u},\qquad np=n_i^2 .
\label{eq:boltz}
\end{equation}
The signs follow from the electron energy $-q\phi$: electrons gather where $\phi$ is high. Taking the logarithm of the first relation and differentiating gives $u'=n'/n$, so
\begin{equation}
E=-V_T\frac{n'}{n}.
\label{eq:E}
\end{equation}
Electrons tend to spread out of the heavily doped region. The field that holds them back points towards lower donor concentration, and it therefore pushes the positive donors outward, in the direction in which they already diffuse.

\section{Local neutrality and the factor}

Local neutrality requires
\begin{equation}
n-p=C .
\label{eq:neutral}
\end{equation}
Replacing $p$ by $n_i^2/n$ and multiplying by $n$ gives
\begin{equation}
n^2-Cn-n_i^2=0,\qquad n=\frac{C\pm S}{2}.
\end{equation}
Since $S>C$, the lower sign would make $n$ negative. Therefore
\begin{equation}
n=\frac{C+S}{2},\qquad p=n-C=\frac{S-C}{2}.
\label{eq:np}
\end{equation}
From \eqref{eq:S}, $dS/dC=C/S$. Hence
\begin{equation}
\frac{dn}{dC}=\frac12\left(1+\frac CS\right)=\frac{S+C}{2S}=\frac nS .
\end{equation}
Because $n_i$ is uniform, $n$ depends on $x$ through $C$ alone, and
\begin{equation}
u'=\frac{n'}{n}=\frac1n\frac{dn}{dC}\,C'=\frac{C'}{S}.
\label{eq:uprime}
\end{equation}
Substitution into \eqref{eq:flux} yields
\begin{equation}
J=-D\left(C'+\frac{C}{S}C'\right)=-D\left(1+\frac CS\right)C',
\end{equation}
which is \eqref{eq:result}. Conservation of dopants then gives
\begin{equation}
\frac{\partial C}{\partial t}=\frac{\partial}{\partial x}\left(D\,h\,\frac{\partial C}{\partial x}\right).
\label{eq:cont}
\end{equation}
The product $Dh$ stays inside the outer derivative because $h$ varies with $C$.

\paragraph{Acceptors.} For dopants of charge $zq$ with $z=\pm1$, the flux is $J=-D(C'+zCu')$ and neutrality reads $n-p=2n_i\sinh u=zC$. Differentiation gives $2n_i\cosh u\,u'=zC'$. Since $2n_i\cosh u=\sqrt{4n_i^2+4n_i^2\sinh^2u}=S$, one has $u'=zC'/S$. The drift term contains $z^2=1$, and the factor is the same for acceptors.

\section{Carrier pressure}

The same drift term follows from a balance of forces. Per unit volume, the electric force on the electrons balances their pressure gradient, and likewise for the holes:
\begin{equation}
-qnE-kTn'=0,\qquad qpE-kTp'=0 .
\end{equation}
Adding the two and using $n-p=C$ gives
\begin{equation}
qCE=-kT(n+p)'=-kT\,S',
\end{equation}
because $n+p=S$ by \eqref{eq:np}. The field passes the pressure gradient of the carriers on to the ions. With $\mu=D/V_T$ the drift flux is $DCE/V_T=-DS'$, so that
\begin{equation}
J=-D\,H',\qquad H(C)=C+S-2n_i .
\label{eq:H}
\end{equation}
The constant $-2n_i$ makes $H(0)=0$ and does not alter the flux. Also $dH/dC=1+C/S=h$, as it must be.

\section{Limiting cases}

For $C\ll n_i$,
\begin{equation}
\frac CS=\frac{C}{2n_i}\left(1+\frac{C^2}{4n_i^2}\right)^{-1/2}
\simeq\frac{C}{2n_i}-\frac{C^3}{16n_i^3},
\end{equation}
so $h\simeq1+C/(2n_i)$ to leading order. Thermally generated carriers dominate, and the dopant barely disturbs the potential. For $C\gg n_i$,
\begin{equation}
\frac CS=\left(1+\frac{4n_i^2}{C^2}\right)^{-1/2}\simeq1-\frac{2n_i^2}{C^2},
\end{equation}
so $h\simeq2-2n_i^2/C^2$. Then $n\simeq C$ and holes are scarce. The electron pressure gradient equals that of the ions, and the flux doubles.

Between these limits $h$ rises steadily, since
\begin{equation}
\frac{dh}{dC}=\frac{1}{S}-\frac{C^2}{S^3}=\frac{S^2-C^2}{S^3}=\frac{4n_i^2}{S^3}>0 .
\end{equation}
Thus $1\le h<2$ in this model. Numerical roots of the neutrality condition, differentiated by finite differences, give $h=1.050$, $1.447$, $1.832$ and $1.981$ at $C/n_i=0.1$, $1$, $3$ and $10$. Most of the rise takes place while $C$ is within a factor of a few of $n_i$.

\paragraph{A fixed background.} The upper bound belongs to a single dopant. Suppose that a uniform concentration $N$ of ionized acceptors is also present and held fixed. Neutrality becomes $n-p=C-N$. The steps above apply with $C$ replaced by $C-N$ in the carrier densities, while the drifting species still has concentration $C$:
\begin{equation}
u'=\frac{C'}{\sqrt{(C-N)^2+4n_i^2}},\qquad
h_N=1+\frac{C}{\sqrt{(C-N)^2+4n_i^2}} .
\end{equation}
At compensation, $C=N$, this is $1+C/(2n_i)$, which exceeds 2 when $C>2n_i$. Few carriers are then present, and a small change of net doping shifts the potential strongly. This value presumes local neutrality at the junction, where the neutral $u$ changes by unity over the distance $2n_i/|C'|$. That distance must be large compared with the screening length $L$ of \eqref{eq:poisson}. For a Gaussian profile with peak $2N$, width 50 nm and $L=1.93$ nm, Poisson's equation gives $5.8$ in place of $6$ at $C=N=10n_i$, and $33$ in place of $51$ at $C=N=100n_i$.

\section{Finite carrier speed}

If the donors move, electrons must follow them to preserve neutrality, so the electron flux is not strictly zero. With carrier diffusivities $D_n$ and $D_p$ and $F=E/V_T$, the fluxes are
\begin{align}
J&=-DC'+DCF,\\
J_p&=-D_pp'+D_ppF,\\
J_n&=-D_nn'-D_nnF .
\end{align}
In one dimension a neutral medium carries a uniform total current, which is zero if none enters at the ends: $J+J_p-J_n=0$. Let generation and recombination be fast enough to keep $np=n_i^2$. Then $n'=nC'/S$ and $p'=-pC'/S$ still hold. With $M=D_nn+D_pp$, the condition reads
\begin{equation}
(DC+M)F=DC'+D_pp'-D_nn'=\left(D-\frac MS\right)C'.
\end{equation}
Solving for $F$ and inserting it in $J$ gives
\begin{align}
J&=-DC'\left[1-\frac{C(D-M/S)}{DC+M}\right]\nonumber\\
&=-DC'\,\frac{M+MC/S}{M+DC}=-D\,h\,\frac{M}{M+DC}\,C'.
\end{align}
The relative reduction of the flux is $DC/(M+DC)$. Since $M>D_nn$ and $n>C$, it is smaller than $D/D_n$. For the model values $D=10^{-14}$ and $D_n=1\ \mathrm{cm^2\,s^{-1}}$ this bound is $10^{-14}$, so carrier equilibrium is an excellent approximation here.

\section{When neutrality fails}

A field with non-zero divergence needs some net charge, so \eqref{eq:neutral} cannot hold strictly. Poisson's equation with permittivity $\varepsilon$ is $\phi''=-(q/\varepsilon)(C+p-n)$. Multiplying by $q/kT$ and using $n-p=2n_i\sinh u$ gives
\begin{equation}
L^2u''=\sinh u-c,\qquad c=\frac{C}{2n_i},\qquad L^2=\frac{\varepsilon kT}{2q^2n_i}.
\label{eq:poisson}
\end{equation}
Neutrality amounts to dropping the left side, which leaves $\sinh u_0=c$. For a smooth profile of width $\sigma\gg L$, write $u=u_0+L^2w$ and keep terms of order $L^2$. Then $u_0''=w\cosh u_0$, or $w=u_0''/\cosh u_0$.

Take the Gaussian $c=c_0e^{-y^2/2}$ with $y=x/\sigma$, and let dots denote $d/dy$. Then $\dot c=-yc$ and $\ddot c=(y^2-1)c$. With $R=1+c^2=\cosh^2u_0$,
\begin{align}
\dot u_0&=\frac{\dot c}{R^{1/2}},\qquad
\ddot u_0=\frac{\ddot c}{R^{1/2}}-\frac{c\,\dot c^2}{R^{3/2}},\\
w&=\frac1{\sigma^2}\left[\frac{(y^2-1)c}{R}-\frac{y^2c^3}{R^2}\right].
\end{align}
At $y=1$ the factor $y^2-1$ vanishes, so the first term contributes $2c/R$ to the derivative of the bracket. For the second term, $\dot c=-c$ and $\dot R=-2c^2$ give
\begin{equation}
\frac{d}{dy}\frac{y^2c^3}{R^2}
=\frac{2c^3-3c^3}{R^2}+\frac{4c^5}{R^3}
=-\frac{c^3}{R^2}+\frac{4c^5}{R^3}.
\end{equation}
By \eqref{eq:flux} the factor is $1+Cu'/C'$ for any potential, and $C/\dot C=-1$ at $y=1$. The correction to $h$ at one standard deviation is therefore
\begin{equation}
\delta h=-\frac{L^2}{\sigma^2}\left[\frac{2c}{R}+\frac{c^3}{R^2}-\frac{4c^5}{R^3}\right]
\label{eq:dh}
\end{equation}
to leading order in $L^2/\sigma^2$.

\section{Worked example}

\paragraph{Parameters.} The numbers are round model values and describe no particular material: $T=1300$ K, $n_i=10^{19}\ \mathrm{cm^{-3}}$, relative permittivity 12 and constant $D=10^{-14}\ \mathrm{cm^2\,s^{-1}}$. The buried donor profile is Gaussian, with peak $3\times10^{19}\ \mathrm{cm^{-3}}$ and $\sigma=50$ nm. The thermal voltage is $V_T=0.1120$ V and the screening length is $L=1.93$ nm. Non-degenerate carriers are assumed.

\paragraph{Flux at one standard deviation.} At $x=\sigma$ the donor concentration is $C=3\times10^{19}e^{-1/2}=1.820\times10^{19}\ \mathrm{cm^{-3}}$. In units of $10^{19}\ \mathrm{cm^{-3}}$,
\begin{align}
S&=\sqrt{1.820^2+4}=2.704,\\
n&=\frac{1.820+2.704}{2}=2.262,\qquad p=\frac{2.704-1.820}{2}=0.442 .
\end{align}
The gradient is $C'=-C/\sigma=-3.639\times10^{24}\ \mathrm{cm^{-4}}$. From \eqref{eq:uprime},
\begin{equation}
E=-V_T\frac{C'}{S}
=\frac{0.1120\times3.639\times10^{24}}{2.704\times10^{19}}
\simeq1.51\times10^{4}\ \mathrm{V\,cm^{-1}} .
\end{equation}
It is positive, so on this side of the peak it pushes donors outward. The diffusive flux is $-DC'=3.64\times10^{10}\ \mathrm{cm^{-2}\,s^{-1}}$, and the drift flux $DCE/V_T$ is $2.45\times10^{10}\ \mathrm{cm^{-2}\,s^{-1}}$. Their sum is $6.09\times10^{10}\ \mathrm{cm^{-2}\,s^{-1}}$, and
\begin{equation}
h=1+\frac{1.820}{2.704}=1.673 .
\end{equation}

\paragraph{Error of neutrality.} Here $c=0.910$ and $R=1.828$. The three terms in the bracket of \eqref{eq:dh} are $0.996$, $0.225$ and $-0.408$, with sum $0.813$. With $(L/\sigma)^2=(1.927/50)^2=1.485\times10^{-3}$, the predicted correction is $\delta h=-0.0012$. The numerical solution of \eqref{eq:poisson} gives $h=1.67175$ against the neutral value $1.67296$, a difference of $-0.0012$. For a width of 100 nm the difference is four times smaller, as the $L^2/\sigma^2$ law requires.

For a width of 2 nm, comparable with $L$, the full solution gives $h=1.355$. The field contribution $h-1$ has fallen to about half its neutral value. The leading-order formula \eqref{eq:dh} is of no use there: it would give $\delta h\simeq-0.75$ and hence a factor below 1.

\paragraph{Spreading during an anneal.} For constant $D$, the width of a profile symmetric about $x=0$ obeys a simple law. Let $Q=\int C\,dx$ be the conserved dose and $\langle x^2\rangle=Q^{-1}\int x^2C\,dx$. Using \eqref{eq:H} and integrating by parts twice, with vanishing boundary terms,
\begin{equation}
\frac{d\langle x^2\rangle}{dt}
=\frac DQ\int x^2H''\,dx
=\frac{2D}{Q}\int H\,dx .
\label{eq:var}
\end{equation}
Since $H(C)=\int_0^C h\,dC_1$ and $1\le h<2$, one has $C\le H\le2C$. The variance therefore grows at a rate between $2D$ and $4D$.

After 600 s, with $D=1\ \mathrm{nm^2\,s^{-1}}$, the two limits of the rms width are
\begin{equation}
\sqrt{2500+1200}=60.8\ \mathrm{nm},\qquad
\sqrt{2500+2400}=70.0\ \mathrm{nm}.
\end{equation}
The first is the width without the field. Integration of \eqref{eq:cont} gives 64.4 nm. The variance has grown by about $1648\ \mathrm{nm^2}$, which is $1.37$ times the field-free growth of $1200\ \mathrm{nm^2}$.

This ratio is well below the initial peak value $h=1.83$, and \eqref{eq:var} shows why. Spreading is governed by $H/C$, the mean of $h$ over concentrations from zero to $C$, weighted by the dopant distribution. Because $h$ increases with $C$, this mean is smaller than $h(C)$. At the initial peak it is $(3+3.606-2)/3=1.54$, and it is lower everywhere else in the profile.

The final peak is $2.23\times10^{19}\ \mathrm{cm^{-3}}$ with the field and $2.47\times10^{19}\ \mathrm{cm^{-3}}$ without it. A Gaussian with the same dose and a width of 64.4 nm would have the peak $3\times10^{19}\times50/64.4=2.33\times10^{19}\ \mathrm{cm^{-3}}$. The actual peak is lower, so the profile is no longer Gaussian. This is consistent with an effective diffusivity $Dh$ that is larger in the core than in the tails.

\paragraph{A calculation without the factor.} The anneal was also computed with ions hopping between neighbouring cells at rates that obey detailed balance in the potential from \eqref{eq:poisson}. This calculation uses neither neutrality nor $h$. It gives the same rms width to within about 0.01 nm, and the largest difference between the two final profiles is $7\times10^{-5}$ of the peak. Both calculations use the same grid and time step, so this figure compares the two flux laws as discretized and does not test the discretization error they share. In a solution converged in grid and time step the profile difference is $8\times10^{-5}$ of the peak and the widths differ by $0.004$ nm. The numerical output lists the values.

\section{Conditions of use}

Equation \eqref{eq:result} rests on conditions that can fail separately in a real anneal.

\begin{itemize}
\item As $n$ approaches the effective density of states of the band, the carriers become degenerate, and \eqref{eq:boltz} no longer connects $n$ with $u$. The step $u'=n'/n$ then fails, and $h$ can exceed 2. The correction sets in gradually. With parabolic bands, effective densities of states near $2.5\times10^{20}\ \mathrm{cm^{-3}}$ and the $n_i$ of the example, Fermi--Dirac statistics raise $h$ by about $0.02$ at $C=1.82\times10^{19}\ \mathrm{cm^{-3}}$, more than the error of neutrality found there, and give $h\simeq2.12$ at $C=10^{20}\ \mathrm{cm^{-3}}$.
\item If part of the dopant is clustered or neutral, the charge density and the mobile concentration are no longer both equal to $C$.
\item A second dopant changes the neutrality condition, as the compensated case shows. If it is mobile, the common field couples the two diffusion equations.
\item If $n_i$ varies in space, $n$ no longer depends on $x$ through $C$ alone, and shifts of the band edges can also enter the relation between $n$ and $u$. The flux then generally contains a term that is not proportional to $C'$.
\item If the profile changes over a distance comparable with $L$, local neutrality can fail, as in the 2 nm example. Poisson's equation then shows how large the error is.
\end{itemize}

After implantation, excess point defects can also make $D$ depend on time and position. That dependence enters through $D$ in \eqref{eq:cont}. If the dopant moves by pairing with defects, a gradient of the excess defects can also drive a dopant flux of its own, which \eqref{eq:cont} does not contain. The example leaves out both effects, together with surfaces and dopant loss.

\section*{Table of computed values}
\begin{verbatim}
MODEL INPUTS
temperature: 1300 K
intrinsic density ni: 1.00e+19 cm^-3
relative permittivity: 12
dopant diffusivity D: 1.0e-14 cm^2/s
electron diffusivity Dn: 1.0 cm^2/s
initial peak density: 3.00e+19 cm^-3
initial standard deviation: 50 nm
anneal time: 600 s
thermal voltage kT/q: 0.11203 V
screening length L: 1.927 nm
FACTOR FROM NUMERICAL NEUTRALITY ROOTS
C/ni = 0.1: h = 1.04994
C/ni = 1: h = 1.44721
C/ni = 3: h = 1.83205
C/ni = 10: h = 1.98058
C/ni = 100: h = 1.99980
AT ONE STANDARD DEVIATION FROM THE PEAK
dopant density C: 1.8196e+19 cm^-3
square root S: 2.7039e+19 cm^-3
electron density n: 2.2617e+19 cm^-3
hole density p: 4.4214e+18 cm^-3
dopant gradient: -3.6392e+24 cm^-4
field, neutral formula: 1.5078e+04 V/cm
field, full Poisson: 1.5051e+04 V/cm
diffusive flux: 3.6392e+10 cm^-2 s^-1
drift flux: 2.4490e+10 cm^-2 s^-1
total flux: 6.0882e+10 cm^-2 s^-1
h, neutral formula: 1.67296
h, Poisson, width 100 nm: 1.67266
h, Poisson, width 50 nm: 1.67175
h, Poisson, width 2 nm: 1.35540
error ratio, 50 nm to 100 nm: 4.003
carrier-speed correction bound D/Dn: 1.0e-14
AFTER THE ANNEAL
rms width, no field: 60.83 nm
rms width, with h: 64.41 nm
rms width, full Poisson: 64.40 nm
rms width if h were 2 everywhere: 70.00 nm
peak, no field: 2.4660e+19 cm^-3
peak, with h: 2.2342e+19 cm^-3
peak, full Poisson: 2.2343e+19 cm^-3
largest profile difference / peak: 7.14e-05
\end{verbatim}
